Second-layer nucleation on a circular island with an uphill adatom current

## Part 1. The nucleation rate and its dependence on the uphill current

### The form fixed by dimensions and symmetry

A circular island of radius R receives a deposition flux F, with dimension 1/(length² time). Further atoms climb onto it over its edge at a rate j per unit edge length, with dimension 1/(length time). These two inputs and the radius form one dimensionless measure of the uphill current:

y = j/(FR).

An adatom on the island diffuses with constant D, of dimension length²/time, and crosses the edge outward with a velocity v, defined below. A dimer needs two atoms. If atoms arrive independently and are rarely on the island together, the leading dimer rate ω is therefore of second order in the arrival rates: it contains terms in F², Fj and j². The combination F²R⁵/v has the dimension of a rate, so

ω = (F²R⁵/v) (c₀ + c₁y + c₂y²).

The coefficients can depend on the remaining dimensionless quantities, which are vR/D and R/a, where a is the lattice spacing. Dimensions alone do not determine them.

A symmetry does. Suppose that an atom stays on the island long enough to forget where it entered. A climbing atom and a deposited atom are then interchangeable, and F and j can enter through their total arrival rate alone:

A = πR²F + 2πRj = πR²F(1 + 2y).

The first term is flux times area and the second is current times perimeter. A quadratic function of F and j that depends on A alone is proportional to A². Hence c₁/c₀ = c₂/c₀ = 4, and

ω(j)/ω(0) = (1 + 2y)² = [1 + 2j/(FR)]².

The 2 inside the bracket is the perimeter-to-area ratio of a disc, 2πR/(πR²) = 2/R, multiplied by R. The square is there because both atoms of the dimer are drawn from the enlarged supply. What remains is to find when the place of entry is forgotten, what the absolute rate is, and how the result fails.

### What the symbols mean

The current j counts fresh atoms that enter from the lower terrace. It is a gross inward current. It is not the difference between inward and outward traffic, which has the opposite sign, as shown below. Fresh means that an atom which has left the island and climbs back is not counted again; such returns are treated in Part 2.

The outward crossing is described by an escape velocity v. If n(R) is the adatom density at the edge, atoms leave at the rate v n(R) per unit edge length. An additional energy barrier at the edge makes v small. In comparing islands with and without uphill current, R, F, D and v are held fixed.

Deposited atoms arrive uniformly over the area and climbing atoms uniformly along the edge. All arrivals are statistically independent. Two adatoms that come into contact form a dimer that neither moves nor breaks up. The rate ω refers to an island whose top carries no dimer yet: it is the probability per unit time that the first one forms.

### Density of single adatoms

While dimers are rare, their formation hardly changes the mean density n(r) of single adatoms. In the steady state, diffusion must carry away what is deposited:

(D/r) d/dr (r dn/dr) + F = 0.

Multiplication by r/D and one integration give

r dn/dr = −Fr²/(2D) + C.

The constant C would describe a point source or sink at the centre. There is none, so C = 0 and

dn/dr = −Fr/(2D).

A second integration, from r to R, gives

n(r) = n(R) + F(R² − r²)/(4D).

The edge condition fixes n(R). The outward diffusion current arriving at the edge is −D dn/dr at r = R, which equals FR/2. It must equal the outward crossings minus the inward ones:

FR/2 = v n(R) − j.

The left side does not contain j. In the steady state the net edge current is outward and has the value FR/2 for every j, since each climbing atom eventually leaves again. Solving for the edge density gives

n(R) = (FR/2 + j)/v,

and the complete profile is

n(r) = (FR/2 + j)/v + F(R² − r²)/(4D).

The uphill current raises the density by j/v everywhere on the island, with no gradient. This is the density at which additional outward crossings balance the additional inward ones.

A direct numerical solution of the radial balance on 400 rings tests this profile. With R = 1.3, D = 0.7, v = 0.9, F = 1.1 and j = 0.6 in consistent units, the two agree to better than one part in 10⁴ at all radii.

### How long an atom stays

The mean number N of adatoms on the island is the integral of n over its area. The integral needed for the curved part is

∫₀ᴿ (R² − r²) 2πr dr = 2π(R⁴/2 − R⁴/4) = πR⁴/2.

Therefore

N = πR²(FR/2 + j)/v + πFR⁴/(8D).

In a steady state, the mean number present equals the arrival rate times the mean residence time. To see this, add up the time spent on the island by all atoms during a long interval t. Counted moment by moment, the sum is Nt. Counted atom by atom, it is the number of arrivals times the mean stay. The rule applies separately to deposited and climbing atoms because the density equation is linear.

For deposited atoms, the part of N proportional to F is divided by their arrival rate πR²F:

τ_dep = R/(2v) + R²/(8D).

For climbing atoms, the part proportional to j is divided by 2πRj:

τ_edge = (πR²j/v)/(2πRj) = R/(2v).

The difference R²/(8D) is the additional time that diffusion from a random starting point to the edge requires. Relative to the common part it is

[R²/(8D)]/[R/(2v)] = vR/(4D).

The two residence times agree when

vR/D ≪ 1.

This is the strong-barrier condition. An atom then reaches the edge many times before it crosses, and it explores the whole island between entry and exit. The residence time becomes

τ = R/(2v)

for both kinds of atom.

The same result follows from the outflow of a uniform density. Atoms leave at the total rate 2πRvn, while πR²n atoms are present, so each leaves at the rate 2v/R = 1/τ. Since a well-mixed atom has the same chance of leaving at every moment, its residence time is exponentially distributed in this limit.

The radial numerical solution, with the values of R, D and v given above, also reproduces τ_dep and τ_edge to better than one part in 10⁴. In that case vR/D is about 1.7, so the two times differ clearly and the diffusion term is put to the test.

### Whether two atoms meet before one leaves

Two atoms present together can form a dimer or lose a partner over the edge. An estimate of their meeting time comes from the relative motion. The separation of two independent walkers has diffusion constant 2D. Let T(r) be the mean time to contact from separation r, with contact at r = a. During a short time dt the remaining time falls by dt on average, while diffusion changes the mean of T by 2D∇²T dt. Equating the two changes gives

2D (1/r) d/dr (r dT/dr) = −1.

The island confines the pair. This is represented roughly by a reflecting limit at separation R, where dT/dr = 0. One integration gives

r dT/dr = (R² − r²)/(4D),

and a second one, with T(a) = 0, gives

T(r) = [R²/(4D)] ln(r/a) − (r² − a²)/(8D).

For a separation of order R and R much larger than a, the logarithm dominates. The meeting time is then about

t_m ≈ [R²/(4D)] ln(R/a).

The true range of separations on a disc is not a disc of radius R around one atom, so this result gives the scale and the logarithm, not a precise coefficient.

While both atoms are present, one or the other leaves at the rate 2/τ. If meeting is treated as a competing process with rate 1/t_m, the chance that the pair fails to meet is

P_fail ≈ (2/τ)/(2/τ + 1/t_m) ≈ 2t_m/τ.

The last step uses t_m ≪ τ. Insertion of τ = R/(2v) gives

P_fail ≈ (4v/R)[R²/(4D)] ln(R/a) = (vR/D) ln(R/a).

Near-certain meeting is thus a slightly stronger demand than mixing, because the logarithm must also be compensated:

(vR/D) ln(R/a) ≪ 1.

### The dimer rate

Let p₀ and p₁ be the probabilities that no adatom and one adatom are on the island. When occupation is rare, p₀ is close to 1. Arrivals into the one-atom state balance departures from it:

A p₀ = p₁/τ.

Hence, to leading order,

p₁ = Aτ, provided that Aτ ≪ 1.

A second atom arrives at the rate A regardless of whether the first is present. Under the strong-barrier condition the two meet with probability close to 1. The dimer rate is the product of the chance of finding a first atom and the arrival rate of a second:

ω = p₁A = A²τ.

There is no factor 1/2 for identical atoms. The two are distinguished by their order of arrival, and each pair is counted once, when its second member arrives.

With A = πR(FR + 2j) and τ = R/(2v), the rate becomes

ω = π²R²(FR + 2j)² R/(2v) = π²R³(FR + 2j)²/(2v).

At j = 0 this is π²F²R⁵/(2v). Division gives

ω(j)/ω(0) = (FR + 2j)²/(FR)² = [1 + 2j/(FR)]².

The absolute rate contains v, while the ratio does not, as long as v is the same in both cases and small enough for the strong-barrier condition.

The ratio is a weak witness for the absolute rate. Consider a mean-field estimate that ignores the removal of pairs by nucleation. Independent atoms would form a pair with probability (Aτ)²/2, and each pair would meet at the rate 1/t_m. The resulting rate,

ω_MF = (Aτ)²/(2t_m),

exceeds A²τ by the factor τ/(2t_m), which is large for a strong barrier. It is too large because it counts the repeated encounters that one pair would have if its atoms passed through each other, whereas a real pair is used up at its first contact. Yet ω_MF is also proportional to A² and gives the same enhancement factor. A simulation that reproduces the factor has therefore not shown that its absolute nucleation rate is right.

### Limits of the factor

For a weak uphill current, j ≪ FR, expansion of the square gives

ω(j)/ω(0) ≈ 1 + 4j/(FR).

One contribution 2j/(FR) comes from the first atom and an equal one from the second. For a strong current, j ≫ FR, nearly all atoms on top have climbed, and

ω(j)/ω(0) ≈ 4j²/(F²R²).

Climbing and deposition supply equal numbers of atoms when 2πRj = πR²F, which means j = FR/2. The arrival rate is then doubled and the dimer rate quadrupled.

At fixed j and F the factor falls towards 1 as the island grows, because area grows faster than perimeter. The crossover radius is R = 2j/F. Far below it climbing dominates and ω grows as R³; far above it deposition dominates and ω grows as R⁵. Both powers assume that v and j do not change with R, that the barrier is strong and that occupation is rare. The last condition limits the R⁵ range, because Aτ itself grows as R³ when deposition dominates. If it fails too soon, the full fifth power is never reached.

## Part 2. Corrections, growing islands and a worked example

### Results taken from Part 1

An island of radius R receives the flux F per area and the gross current j of fresh atoms per edge length. Its adatoms diffuse with constant D and leave with edge velocity v. The lattice spacing is a. The total arrival rate, the residence time and the leading dimer rate are

A = πR²F + 2πRj,

τ = R/(2v),

ω = A²τ.

At fixed R, F, D and v the enhancement is [1 + 2j/(FR)]². It requires a strong barrier, vR/D ≪ 1, and rare occupation, Aτ ≪ 1. The absolute rate A²τ also requires near-certain meeting, (vR/D) ln(R/a) ≪ 1.

### The finite edge barrier

The mixing assumption can be removed by following both atoms site by site. Let n₁(s) be the probability that a first atom is at site s, α(s′) the arrival rate at site s′, and P(s,s′) the probability that atoms starting at s and s′ meet before either leaves. To second order in the arrival rates,

ω = Σ n₁(s) P(s,s′) α(s′),

with the sum over all s and s′. Both n₁ and P follow from linear equations for hopping on the lattice.

This was evaluated for a square-lattice disc of 49 sites. The hop rate is 1 across each inner bond and ε across each edge bond, and atoms on the same or neighbouring sites count as a dimer. Climbing arrivals equal deposited arrivals, so the predicted factor is 4. The sum gives 3.99936 for ε = 10⁻⁴ and 3.99361 for ε = 10⁻³. The deviations from 4 are 0.00064 and 0.00639: a tenfold larger ε gives a tenfold larger error, as expected for a correction linear in v.

Without an edge barrier, ε = 1, the factor on this disc is 2.243 instead of 4. That value depends strongly on size: triangular-lattice discs with R/a = 4, 8 and 12 give about 2.4, 1.7 and 1.5. Atoms that enter at the edge then often leave at once, and they contribute less to nucleation than deposited atoms do. Part of this loss can be read from the residence times. With τ_dep = τ[1 + vR/(4D)] and τ_edge = τ, the mean occupation grows by the factor

[1 + 2j/(FR) + vR/(4D)]/[1 + vR/(4D)],

which is smaller than 1 + 2j/(FR). The second atom's chance of meeting the first suffers as well.

Uniformity along the edge is not essential in the strong-barrier limit. When all climbing atoms enter at one edge site, the lattice factor for ε = 10⁻⁴ is 3.99869. The total entry rate matters there, not its distribution. The absolute rate is confirmed too: for deposition alone and ε = 10⁻⁴, the lattice sum is 0.9991 times A²τ.

### Occupation that is not rare

Suppose that meeting is immediate but Aτ is not small. Let T₀ be the mean time to the first dimer from an empty island and T₁ the same time with one atom present. Write g = 1/τ. From the empty state the next event is an arrival, after a mean time 1/A:

T₀ = 1/A + T₁.

With one atom present, the next event comes after a mean time 1/(A + g). With probability g/(A + g) it is a departure; otherwise it is an arrival that completes the dimer:

T₁ = 1/(A + g) + [g/(A + g)] T₀.

Inserting T₁ into the first equation and collecting T₀ gives

T₀ A/(A + g) = 1/A + 1/(A + g) = (2A + g)/[A(A + g)].

Hence T₀ = (2A + g)/A². Defining the rate as the inverse mean time,

ω = 1/T₀ = A²τ/(1 + 2Aτ).

For Aτ ≪ 1 this returns A²τ. For Aτ ≫ 1 it tends to A/2: two arrivals make a dimer, and the enhancement becomes linear, 1 + 2j/(FR), instead of quadratic. The inverse mean time is then no longer the probability per unit time defined in Part 1. For an island that has stayed free of dimers for a long time, that probability is [2A + g − √(g² + 4Ag)]/2, which tends to A. The two definitions agree to first order in Aτ, and both give a linear enhancement at large Aτ. A calculation with up to six adatoms and a meeting rate of 10⁶/τ agrees with this formula to better than one part in 10⁴ at Aτ = 0.01, 0.3 and 2.

With A₀ = πR²F and m = 1 + 2j/(FR), the corrected enhancement is

m²(1 + 2A₀τ)/(1 + 2mA₀τ).

It lies below m² for every positive j, since the island with the uphill current is the more occupied one.

### Atoms that leave and return

If atoms can climb, an atom that has just descended may climb back. Let this happen with probability f after each descent, and let the time spent below be short compared with τ. The mean number of stays is

1 + f + f² + … = 1/(1 − f),

so the total time on the island is τ/(1 − f). The second atom must still be a different, fresh one, which arrives at the rate A. Therefore

ω = A²τ/(1 − f).

On the lattice disc with ε = 10⁻⁴ and f = 0.3, returns raise the rate by a factor 1.4290, compared with 1/(1 − f) = 1.4286.

Bookkeeping matters here. If a simulation records every inward crossing, returns included, its arrival rate is A_all = A/(1 − f). Substitution of A = (1 − f)A_all gives ω = A_all²τ(1 − f). Using A_all²τ would count an atom's own return as the arrival of a partner.

### Probability of nucleation on a growing island

The factor applies at a given radius. The probability that a dimer has formed by the time the island reaches R depends on the whole history:

p = 1 − exp(−H), with H = ∫ ω dt.

Suppose that the island collects all atoms landing within a fixed capture radius R_c. With s the area per surface site, the area balance is

2πR dR/dt = πR_c²Fs, so dR/dt = G/R with G = FsR_c²/2.

Changing the variable from t to R gives dt = R dR/G. With constant j and v, and starting from a negligible radius,

H = [π²/(2vG)] ∫₀ᴿ x⁴(Fx + 2j)² dx

= [π²/(2vG)] (F²R⁷/7 + 2FjR⁶/3 + 4j²R⁵/5).

Division by the first term gives the enhancement of H:

H(j)/H(0) = 1 + (14/3)y + (28/5)y², with y = j/(FR).

This exceeds (1 + 2y)² = 1 + 4y + 4y², because the island was smaller earlier and the current then had more effect. The comparison holds the growth law R(t) fixed.

### Worked example

The parameters are chosen inputs, roughly in the regime of Pt(111) homoepitaxy at 300 K, where kT = 0.02585 eV. Their digits define the example and are not measured values. The attempt frequency is 5 × 10¹² s⁻¹, the diffusion barrier 0.26 eV, the additional edge barrier ΔE = 0.20 eV and the lattice spacing a = 0.277 nm. The island has R = 5 nm and a capture radius of 15 nm. The uphill current, j = 0.2 atoms/(nm s), is a chosen input.

The site area is s = (√3/2)a² = 0.06645 nm², so a flux of 0.01 ML/s is

F = 0.01/0.06645 = 0.1505 atoms/(nm² s).

The diffusion constant is a quarter of the total hop rate times a², which gives D = 4.11 × 10⁶ nm²/s. The edge velocity is modelled as

v = (D/a) exp(−ΔE/kT) = 6.48 × 10³ nm/s.

Its prefactor depends on the step structure and is uncertain; it affects the absolute rates but cancels from the leading factor. The residence time is

τ = 5/(2 × 6482) = 3.86 × 10⁻⁴ s.

The arrival rates are

πR²F = π × 25 × 0.1505 = 11.8 s⁻¹,

2πRj = 2π × 5 × 0.2 = 6.28 s⁻¹.

Their sum is A = 18.1 s⁻¹. The conditions are met: vR/D = 0.0079 and Aτ = 0.0070. With ln(R/a) = ln 18 ≈ 2.9, the estimated chance that a pair fails to meet is 0.0079 × 2.9, or about 2%.

The dimer rates without and with the current are

ω(0) = 11.82² × 3.857 × 10⁻⁴ = 0.054 s⁻¹,

ω(j) = 18.10² × 3.857 × 10⁻⁴ = 0.126 s⁻¹.

The enhancement follows from

2j/(FR) = 0.4/(0.1505 × 5) = 0.532,

(1 + 0.532)² = 2.35.

A factor of 4 would need j = FR/2 = 0.38 atoms/(nm s). At twice the radius and the same j, the factor drops to 1.60.

For the growing island, G = 0.01 × 225/2 = 1.125 nm²/s. The first term of H can be written as ω(0)R²/(7G), which gives 0.054 × 25/7.875 = 0.17. With y = 0.266 the enhancement of H is 1 + 1.24 + 0.40 = 2.64, so H rises to 0.45. The probability of a dimer by R = 5 nm rises from about 16% to 36%.

### Size of the neglected effects

Finite occupation lowers the factor by 0.5%. The finite barrier lowers it by 0.15% on the 49-site disc at the same vR/D. Triangular-lattice discs with R/a = 8 and 12 give 0.14%, so the correction changes little with size; R/a = 18 itself was not computed. The 2% chance that a pair fails to meet lowers both absolute rates by about 2% and largely cancels from the factor.

Returning atoms matter more. The lower terrace supplies

F(R_c² − R²)/(2R) = 0.1505 × 200/10 = 3.01 atoms/(nm s),

so 6.6% of these atoms must climb to provide j. Suppose that descended atoms climb back with the same probability and within a time short compared with τ. Both are assumptions. Then ω(j) rises by 7.1%, and compared with an island onto which nothing climbs, the enhancement is about 2.5. If the atoms instead stay below much longer than τ, each return acts as an independent arrival. The rate is then A_all²τ, the rise is 14.7% and the enhancement is about 2.7.

A dimer binding energy of roughly 0.5 eV, added to the diffusion barrier of 0.26 eV, gives a break-up rate of 0.85 s⁻¹. If each dimer that breaks before a third atom arrives were lost, the surviving fraction would be A/(A + 0.85 s⁻¹). This is 0.933 without the current and 0.955 with it, which raises the factor by 2.4%. That overstates the effect at this break-up rate, because separated atoms on a strong-barrier island usually meet again. The binding energy is uncertain, however, and each 0.1 eV changes the rate by a factor of about 48. At 0.3 eV the rate is about 2 × 10³ s⁻¹. Even if only about half a percent of the break-ups end in a loss, the loss rate is then comparable with A, and the factor moves from the square towards the cube, 3.6. The radius grows by a fraction 1.7 × 10⁻⁵ during τ, so treating it as fixed during one residence is safe. Dimer motion has not been sized.

### Relation to real Pt(111) islands

Steps on Pt(111) hinder descent, but the strong-barrier regime of the example rests on the chosen ΔE = 0.20 eV. Values reported for clean steps are smaller, about 0.1 eV or less, and depend on step type and contamination. At R = 5 nm and 300 K, ΔE = 0.12 eV gives vR/D = 0.17 and (vR/D) ln(R/a) = 0.5, while ΔE = 0.08 eV gives 0.8 and 2.4, so the conditions fail. On a lattice disc with R/a = 10 at these values of vR/D, the rate falls to about 0.7 and 0.5 times A²τ, and the factor 2.35 falls to about 2.3 and 2.1. Islands grown at 300 K also tend to be branched rather than compact. The chosen current is far from typical for thermal climbing in this model. If every edge site held an atom bound to the step by 0.5 eV, climbing over the summed barrier of 0.96 eV would give about 0.0013 atoms/(nm s), some 150 times less than j. The corresponding factor is 1.007. This is a crude estimate, since a change of 0.1 eV in the summed barrier alters it by a factor of about 48. Its prefactor is also generous: detailed balance with the edge velocity used above, (v/s) exp(−0.5 eV/kT), gives 0.0004 atoms/(nm s) and a factor of 1.002. The enhancement of 2.35 therefore answers a what-if question and is not a prediction for clean Pt(111).

Real islands also depart from the circular shape. For an island of area S and perimeter L, the arrival rate is FS + jL, and the strong-barrier factor becomes [1 + jL/(FS)]². An equilateral triangle has L²/S = 12√3, compared with 4π for a disc. At equal area its perimeter is longer by √(12√3/(4π)) = 1.286. The example's 0.532 becomes 0.684 and the factor becomes about 2.8, an increase of 21% over the disc. This is larger than any of the neglected effects sized above for the example. For a compact non-circular island, the measured ratio L/S should replace 2/R, provided that mixing and rare occupation still hold.

The numerical output below lists the inputs and main results of the example. The values for the growing island, the surviving dimer fractions and the triangle follow from them by the formulas given.

Table of computed values

```
TESTS ON THE LATTICE DISC
sites on disc: 49
edge arrivals / deposited arrivals: 1
predicted factor: 4
factor, edge/inner hop ratio 1e-4: 3.99936
factor, edge/inner hop ratio 1e-3: 3.99361
factor, no edge barrier: 2.243
factor, all climbers at one edge site, 1e-4: 3.99869
lattice rate / (A^2 tau), 1e-4: 0.99910
rate gain for re-entry probability 0.3: 1.4290
1/(1-f) for the same probability: 1.4286
EXAMPLE INPUTS (rough, Pt(111)-like)
temperature: 300 K
attempt frequency: 5e+12 1/s
diffusion barrier: 0.26 eV
extra edge barrier: 0.2 eV
dimer or step binding: 0.5 eV
lattice spacing: 0.277 nm
deposition flux: 0.01 ML/s
island radius: 5 nm
capture-zone radius: 15 nm
uphill current j: 0.2 atoms/(nm s)
EXAMPLE RESULTS
kT: 0.02585 eV
site area: 0.06645 nm^2
flux F: 0.1505 atoms/(nm^2 s)
diffusion constant D: 4.112e+06 nm^2/s
edge velocity v: 6482 nm/s
residence time tau: 0.0003857 s
barrier parameter vR/D: 0.007882
deposited arrivals: 11.82 1/s
climbing arrivals: 6.283 1/s
mean occupation A*tau with j: 0.006982
2j/(FR): 0.5316
enhancement factor: 2.346
dimer rate without j: 0.05388 1/s
dimer rate with j: 0.1264 1/s
j for factor 4: 0.3762 atoms/(nm s)
factor at twice the radius, same j: 1.602
NEGLECTED EFFECTS
factor change, finite occupancy: -0.478 %
factor change, finite barrier (small disc): -0.1524 %
supply from lower terrace: 3.01 atoms/(nm s)
fraction that must climb: 0.06645
rate change if descended atoms re-enter: 7.118 %
dimer break-up rate: 0.8541 1/s
factor change, break-up (upper estimate): 2.395 %
thermal climbing, upper estimate: 0.001346 atoms/(nm s)
relative island growth during tau: 1.735e-05
```
